# Magnetic shielding of the nucleus in atoms with L = 0

## Problem

An atom has a fixed point nucleus of charge $Z$ at the origin, carrying a magnetic moment $\boldsymbol\mu$, and sits in a uniform field $\mathbf B$. The electrons are non-relativistic and, except in part (e), only their orbital motion is considered. The shielding tensor is defined by the field the electrons induce at the nucleus, $\mathbf B_{\rm ind}(0)=-\sigma\mathbf B$. The energy of the moment is then $-\boldsymbol\mu\cdot\mathbf B+\sum_{ab}\mu_a\sigma_{ab}B_b$, so that $\sigma_{ab}=\partial^2E_{\rm el}/\partial\mu_a\partial B_b$ at zero field and moment, where $E_{\rm el}$ is the electronic energy.

(a) For an orbitally non-degenerate state with $L=0$, express $\sigma$ through the expectation values $\langle 1/r_i\rangle$. Confirm the result from the induced current.

(b) Evaluate $\sigma$ for the ground states of H and He$^+$, and the induced field at $B=10$ T.

(c) For He, put both electrons in $\phi=(\zeta^3/\pi)^{1/2}e^{-\zeta r}$, fix $\zeta$ variationally and evaluate $\sigma$.

(d) Relate $\sum_i\langle1/r_i\rangle$ to $dE/dZ$ and use the relation to compare (c) with better wavefunctions.

(e) Examine two limits of the result: the electron spin of H, and a nucleus in a molecule.

## Solution

### (a) The shielding of an $L=0$ state

Atomic units are used: $\hbar=e=m_e=4\pi\varepsilon_0=1$, $c=1/\alpha$. Since $\mu_0=1/(\varepsilon_0c^2)$, the constant $\mu_0/4\pi=1/(4\pi\varepsilon_0c^2)$ equals $\alpha^2$. An electron has charge $-1$, so

$$H=\sum_i\tfrac12\left[\mathbf p_i+\mathbf A(\mathbf r_i)\right]^2+V,\qquad \mathbf A=\mathbf A_B+\mathbf A_\mu,$$

$$\mathbf A_B=\tfrac12\mathbf B\times\mathbf r,\qquad \mathbf A_\mu=\alpha^2\,\frac{\boldsymbol\mu\times\mathbf r}{r^3}.$$

The gauge origin of $\mathbf A_B$ is placed on the nucleus. Both potentials are free of divergence: $\nabla\cdot(\mathbf B\times\mathbf r)=0$ because each component of $\mathbf B\times\mathbf r$ is independent of its own coordinate, and $\mathbf A_\mu=\alpha^2\nabla\times(\boldsymbol\mu/r)$ is a curl. Therefore $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$ and

$$\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A_B\cdot\mathbf p+\mathbf A_\mu\cdot\mathbf p+\mathbf A_B\cdot\mathbf A_\mu+\tfrac12A_B^2+\tfrac12A_\mu^2 .$$

The last two terms are of order $B^2$ and $\mu^2$ and cannot contribute to an energy that is first order in each of $B$ and $\mu$. With $(\mathbf a\times\mathbf r)\cdot\mathbf p=\mathbf a\cdot(\mathbf r\times\mathbf p)=\mathbf a\cdot\mathbf l$, the linear terms summed over electrons are

$$W=\tfrac12\mathbf B\cdot\mathbf L+\alpha^2\boldsymbol\mu\cdot\mathbf K,\qquad \mathbf L=\sum_i\mathbf l_i,\quad \mathbf K=\sum_i\frac{\mathbf l_i}{r_i^3}.$$

The identity $(\mathbf a\times\mathbf b)\cdot(\mathbf c\times\mathbf d)=(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf d)-(\mathbf a\cdot\mathbf d)(\mathbf b\cdot\mathbf c)$ gives the cross term

$$\mathbf A_B\cdot\mathbf A_\mu=\frac{\alpha^2}{2}\,\frac{(\boldsymbol\mu\cdot\mathbf B)\,r^2-(\boldsymbol\mu\cdot\mathbf r)(\mathbf B\cdot\mathbf r)}{r^3}.$$

The energy bilinear in $\boldsymbol\mu$ and $\mathbf B$ has two sources. The cross term in first order gives the diamagnetic part,

$$\sigma^{d}_{ab}=\frac{\alpha^2}{2}\Big\langle0\Big|\sum_i\frac{r_i^2\delta_{ab}-r_{ia}r_{ib}}{r_i^3}\Big|0\Big\rangle .$$

The operator $W$ in second order gives $\sum_{n\ne0}\langle0|W|n\rangle\langle n|W|0\rangle/(E_0-E_n)$. Its bilinear part holds two products that are complex conjugates of each other, each with the factor $\tfrac12\alpha^2$, so the paramagnetic part is

$$\sigma^{p}_{ab}=\alpha^2\,{\rm Re}\sum_{n\neq0}\frac{\langle0|L_b|n\rangle\langle n|K_a|0\rangle}{E_0-E_n}.$$

The sum $\sigma^d+\sigma^p$ is Ramsey's expression.

For $L=0$, $L_b|0\rangle=0$, so $\langle0|L_b|n\rangle=\langle n|L_b|0\rangle^*=0$ and $\sigma^p=0$. The state is unchanged by rotations, so the electron density $n(r)$ is spherical. The angular average of $r_ar_b$ vanishes for $a\ne b$, because reflecting one coordinate reverses its sign, and equals $r^2/3$ for $a=b$, because $x^2,y^2,z^2$ have equal averages that add to $r^2$. The numerator averages to $\tfrac23r^2\delta_{ab}$, and $\sigma_{ab}=\sigma\delta_{ab}$ with

$$\sigma=\frac{\alpha^2}{2}\cdot\frac23\sum_i\Big\langle\frac1{r_i}\Big\rangle=\frac{\alpha^2}{3}\sum_i\Big\langle\frac{1}{r_i}\Big\rangle .$$

This is the Lamb formula, with $r$ in bohr.

Moving the gauge origin to $\mathbf O$ replaces $\mathbf r$ by $\mathbf r-\mathbf O$ in $\mathbf A_B$ and changes nothing. The extra diamagnetic term is proportional to $\langle\mathbf r/r^3\rangle$, which is zero for a spherical density. The extra paramagnetic term comes from $\mathbf L\to\mathbf L-\mathbf O\times\mathbf P$, with $\mathbf P$ the total momentum; $\mathbf P$ is odd under inversion and $\mathbf K$ is even, so no state $|n\rangle$ has nonzero elements with $|0\rangle$ of both.

The induced current gives the same result, here in SI units. The electron velocity is $(\mathbf p+e\mathbf A_B)/m_e$. To first order in $B$ the wavefunction is unchanged, since $\mathbf L|0\rangle=0$, and a non-degenerate eigenfunction of a real Hamiltonian can be taken real, so the $\mathbf p$ part carries no current. What remains is

$$\mathbf j=-e\,n\,\frac{e\mathbf A_B}{m_e}=-\frac{e^2}{2m_e}\,n(r)\,\mathbf B\times\mathbf r .$$

The Biot–Savart law at the origin has the source-to-field vector $-\mathbf r$, and the two minus signs cancel:

$$\mathbf B_{\rm ind}(0)=\frac{\mu_0}{4\pi}\int\frac{\mathbf j\times(-\mathbf r)}{r^3}\,d^3r=\frac{\mu_0e^2}{8\pi m_e}\int n\,\frac{(\mathbf B\times\mathbf r)\times\mathbf r}{r^3}\,d^3r .$$

Now $(\mathbf B\times\mathbf r)\times\mathbf r=\mathbf r(\mathbf B\cdot\mathbf r)-r^2\mathbf B$, whose angular average is $-\tfrac23r^2\mathbf B$. Hence

$$\mathbf B_{\rm ind}(0)=-\frac{\mu_0e^2}{12\pi m_e}\,\mathbf B\int\frac{n}{r}\,d^3r .$$

The integral is $\sum_i\langle1/r_i\rangle$. Measuring $r$ in units of $a_0=4\pi\varepsilon_0\hbar^2/m_ee^2$ brings out the factor $\mu_0e^2/(4\pi m_ea_0)=e^4/(4\pi\varepsilon_0\hbar c)^2=\alpha^2$, which returns the Lamb formula. The electron cloud turns rigidly about $\mathbf B$ with angular velocity $e\mathbf B/2m_e$, and the field of this current opposes $\mathbf B$ at the centre. The weight $1/r$ makes the electrons near the nucleus count most.

### (b) Hydrogen and He$^+$

With $\int_0^\infty r^ke^{-\beta r}dr=k!/\beta^{k+1}$, a 1s orbital of exponent $\zeta$ has

$$\Big\langle\frac1r\Big\rangle=\frac{\zeta^3}{\pi}\,4\pi\int_0^\infty r\,e^{-2\zeta r}dr=4\zeta^3\cdot\frac{1}{4\zeta^2}=\zeta .$$

A one-electron atom has $\zeta=Z$ exactly. With $1/\alpha=137.035999$, $\alpha^2=5.325135\times10^{-5}$, and

$$\sigma({\rm H})=\frac{5.325135\times10^{-5}}{3}=1.77505\times10^{-5}=17.75\ {\rm ppm}.$$

For He$^+$, $\sigma=2\times17.7505=35.50$ ppm. At 10 T the induced field along $\mathbf B$ is $-17.75\times10^{-6}\times10\ {\rm T}=-0.1775$ mT for H and $-0.3550$ mT for He$^+$.

The numerical check checks both values by a quadrature and the value for H also by a diagonalization. A three-dimensional quadrature of the Biot–Savart integral with an oblique field is required to match the formula as a vector. A diagonalization of the hydrogen Hamiltonian in a Gaussian basis at finite $B$ and $\mu$, with the $\mu^2$ term dropped, gives the mixed derivative 17.750 ppm, both with the gauge origin on the nucleus and with it displaced by 1 bohr.

The fixed nucleus limits the digits. For a moving proton the orbital size scales with the inverse reduced mass, which changes $\langle1/r\rangle$ by the fraction $m_e/m_p=5.45\times10^{-4}$, about 0.01 ppm in $\sigma$. This is only one part of the nuclear-motion correction, which in full is close to 0.02 ppm. The last digit of 17.75 therefore belongs to the fixed-nucleus model. The last digit of 35.50 likewise belongs to the non-relativistic model: for He$^+$ the relativistic correction of the Dirac 1s level alone is about $+0.02$ ppm.

### (c) Helium with one exponent

The trial function is $\phi(1)\phi(2)$ times the spin singlet. Since $|\nabla\phi|=\zeta\phi$, the kinetic energy per electron is $\tfrac12\int|\nabla\phi|^2d^3r=\zeta^2/2$. The nuclear attraction per electron is $-Z\zeta$.

For the repulsion $J=\langle1/r_{12}\rangle$, average first over the cosine $u$ of the angle between the two positions:

$$\frac12\int_{-1}^{1}\frac{du}{\sqrt{r_1^2+r_2^2-2r_1r_2u}}=\frac{(r_1+r_2)-|r_1-r_2|}{2r_1r_2}=\frac1{r_>},$$

where $r_>$ is the larger radius. Let $P(r)=4\zeta^3r^2e^{-2\zeta r}$ be the radial probability and $Q(r)=\int_0^rP\,ds=1-e^{-2\zeta r}(1+2\zeta r+2\zeta^2r^2)$; differentiation confirms $Q'=P$, and $Q(0)=0$. The regions $r_1>r_2$ and $r_2>r_1$ contribute equally, so

$$J=2\int_0^\infty\frac{P\,Q}{r}\,dr=2\left[\zeta-4\zeta^3\int_0^\infty\left(r+2\zeta r^2+2\zeta^2r^3\right)e^{-4\zeta r}dr\right].$$

The three integrals are $\frac{1}{16\zeta^2}$, $2\zeta\cdot\frac{2}{64\zeta^3}=\frac1{16\zeta^2}$ and $2\zeta^2\cdot\frac{6}{256\zeta^4}=\frac{3}{64\zeta^2}$, with sum $\frac{11}{64\zeta^2}$. Then $J=2\left[\zeta-\tfrac{11}{16}\zeta\right]=\tfrac58\zeta$, and

$$E(\zeta)=\zeta^2-2Z\zeta+\tfrac58\zeta .$$

Setting $dE/d\zeta=2\zeta-2Z+\tfrac58=0$ gives $\zeta=Z-\tfrac5{16}$, a minimum because $d^2E/d\zeta^2=2>0$. Writing $E=\zeta^2-2\zeta(Z-\tfrac5{16})$ shows that the minimum is $E=-(Z-\tfrac5{16})^2$. For $Z=2$, $\zeta=27/16=1.6875$ bohr$^{-1}$, $J=1.0547$ hartree and $E=-2.8477$ hartree, below the $-2.7500$ hartree of the unscreened choice $\zeta=2$. Two electrons give $\sum_i\langle1/r_i\rangle=2\zeta=3.3750$ bohr$^{-1}$, and

$$\sigma({\rm He})=\frac{\alpha^2}{3}\cdot\frac{27}{8}=17.7505\times3.3750=59.9\ {\rm ppm},$$

or 59.908 ppm as a property of the model. The induced field at 10 T is $-0.599$ mT. Unscreened orbitals would give $4\times17.7505=71.0$ ppm. Repulsion expands the orbital and lowers the shielding by the factor $27/32$ in this model.

### (d) How good the model is

Let the normalized trial function depend on parameters $\lambda$, with a family that does not itself depend on $Z$, and let $E(Z)=\mathcal E(Z,\lambda^*(Z))$ be the optimized energy. Then $dE/dZ=\partial\mathcal E/\partial Z+(\partial\mathcal E/\partial\lambda)\,d\lambda^*/dZ$, and the second term vanishes at the optimum. Since $Z$ enters $H$ only through $-Z\sum_i1/r_i$,

$$\sum_i\Big\langle\frac1{r_i}\Big\rangle=-\frac{dE}{dZ},\qquad \sigma=-\frac{\alpha^2}{3}\frac{dE}{dZ}.$$

This is the Hellmann–Feynman theorem. The model obeys it: $-dE/dZ=2(Z-\tfrac5{16})=2\zeta$. It fails for the unscreened choice $\zeta=Z$, which is not optimized and changes with $Z$: there $E=-Z^2+\tfrac58Z$, so $-dE/dZ=2Z-\tfrac58$, while $\sum_i\langle1/r_i\rangle=2Z$.

The comparison uses Hartree–Fock and full configuration interaction (CI) in a fixed even-tempered 15s6p3d Gaussian basis. In both, the program requires the expectation value to equal $-dE/dZ$ from a finite difference.

| He wavefunction | $E$ / hartree | $\sum\langle1/r\rangle$ / bohr$^{-1}$ | $\sigma$ / ppm |
|---|---|---|---|
| $\zeta=27/16$ | $-2.84766$ | 3.37500 | 59.908 |
| Hartree–Fock | $-2.86168$ | 3.37456 | 59.900 |
| full CI | $-2.90262$ | 3.37591 | 59.924 |

Relative to the CI values, the model errs by 1.89% in the energy and by 0.027% in $\sigma$. The theorem connects the second error to the slope of the energy gap, not to its size:

$$\sigma_{\rm CI}-\sigma_{\rm model}=-\frac{\alpha^2}{3}\frac{d(E_{\rm CI}-E_{\rm model})}{dZ}=-17.7505\times(-0.00091)=0.016\ {\rm ppm},$$

while the gap itself is $-0.05496$ hartree.

A scaling argument shows why the slope is of higher order. With $\mathbf r=\boldsymbol\rho/Z$ the Hamiltonian becomes $Z^2[h_0+Z^{-1}\rho_{12}^{-1}]$, where $h_0$ describes two independent electrons in hydrogen, with ground energy $-1$. Perturbation theory in $1/Z$ has the first-order term $J(\zeta=1)=\tfrac58$, so the exact energy is $-Z^2+\tfrac58Z+\epsilon_2+\epsilon_3/Z+\dots$ with constant $\epsilon_k$. The model energy is $-Z^2+\tfrac58Z-\tfrac{25}{256}$. The gap is thus a constant plus terms of order $1/Z$, and the derivative removes the constant, leaving $-\epsilon_3/Z^2$ at leading order. The argument fixes the order only; the small size at $Z=2$ is a computed result.

The table also shows the model lying between Hartree–Fock and CI in $\sigma$, closer to CI than Hartree–Fock is, although its energy is the highest of the three. The variational principle orders energies and places no bound on $\langle1/r\rangle$. The CI entry is exact only within this basis, which stops at d functions, and it is not converged in the digits compared here: explicitly correlated wavefunctions give $\sum_i\langle1/r_i\rangle=3.3766$ bohr$^{-1}$ and $\sigma=59.937$ ppm, so the error of the model against the non-relativistic limit is 0.048%, not 0.027%, while the order of the three entries is unchanged. In the same limit $E=-2.90372$ hartree, so the energy error becomes 1.93%, the gap $-0.05607$ hartree, its slope $-0.00163$ hartree and the difference in $\sigma$ 0.029 ppm. The neglected relativistic corrections are of relative order $(Z\alpha)^2=4\times5.3\times10^{-5}\approx2\times10^{-4}$, with a coefficient not computed here, so they cannot be neglected against an error of this size. All three rows round to 59.9 ppm, and further digits describe the approximations. Even the last digit of 59.9 is not secured for the real atom: the non-relativistic limit lies only 0.013 ppm below 59.95, and the relativistic correction and the nuclear motion have not been bounded below that size.

### (e) Where the formula stops

Spin. Helium is a singlet and has no spin density. In H the spin moment $\boldsymbol\mu_s$, of size $|g_e|\mu_B/2$ along the axis for a definite spin projection, is spread as a magnetization $\mathbf M=\boldsymbol\mu_sn(r)$ with current $\mathbf j=\nabla\times\mathbf M=n'(r)\,\hat{\mathbf r}\times\boldsymbol\mu_s$. In the Biot–Savart integral, $(\hat{\mathbf r}\times\boldsymbol\mu_s)\times\hat{\mathbf r}=\boldsymbol\mu_s-\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu_s)$ averages to $\tfrac23\boldsymbol\mu_s$, so

$$\mathbf B(0)=-\frac{\mu_0}{4\pi}\cdot\frac23\boldsymbol\mu_s\cdot4\pi\int_0^\infty n'(r)\,dr=\frac{2\mu_0}{3}\,\boldsymbol\mu_s\,n(0).$$

With $n(0)=1/\pi a_0^3$ this contact field is 16.71 T, independent of $B$, against 0.1775 mT from the orbital current at 10 T, a ratio of about $9\times10^4$. The 17.75 ppm of H, like the 35.50 ppm of He$^+$, is the orbital part only, and the field that the electron produces at the nucleus of the free H atom is dominated by the spin contact (hyperfine) term, which at 10 T is comparable with the applied field itself.

Molecules. With a second nucleus, the components of $\mathbf L$ across the bond, taken about the first nucleus, no longer annihilate the ground state. The program treats the orbital shielding of a proton in H$_2^+$ with the nuclei fixed at $R=2.0$ bohr, in a 15s8p3d Gaussian basis on each centre, and requires the finite-field derivative to equal $\sigma^d+\sigma^p$. With the gauge origin on the proton, the trace $\sum_a(r^2-r_a^2)=2r^2$ shows that the isotropic average of $\sigma^d$ keeps the Lamb form for any density: $\langle1/r_N\rangle=0.8523$ bohr$^{-1}$, with $r_N$ the distance from that proton, gives 15.13 ppm, equal to $(2\times16.55+12.29)/3$ from the perpendicular and parallel components. Along the bond the ground state has zero angular momentum about the axis, so $\sigma^p=0$ and $\sigma_\parallel=12.29$ ppm. Across the bond $\sigma^p=-5.54$ ppm and $\sigma_\perp=16.55-5.54=11.01$ ppm. The isotropic total is $(2\times11.01+12.29)/3=11.44$ ppm, which the Lamb expression exceeds by 3.69 ppm, or 32% of the total. With the gauge origin at the bond midpoint the perpendicular parts become $9.89$ and $+1.11$ ppm, with sum $11.00$ ppm: the division, and even the sign of $\sigma^p$, depends on the origin, while the total moves by only 0.01 ppm in this basis. That shift is basis error. The exact total does not depend on the origin, and the converged values are $\sigma_\perp=11.00$ ppm, $\sigma^p=-5.55$ ppm with the origin on the proton, and an isotropic total of 11.43 ppm, which the Lamb expression exceeds by 3.70 ppm.

## Computed results

```
1/alpha = 137.035999
alpha^2 = 5.325135e-05
m_e/m_p = 5.45e-04
He zeta = 1.6875 1/bohr
He J(zeta) = 1.054688 hartree
He E unscreened zeta=2 = -2.750000 hartree
He E model = -2.847656 hartree
He model sum<1/r> = 3.3750 1/bohr
applied field B = 10.0 T
H: sigma Lamb = 17.7505 ppm
H: B_ind along B, Biot-Savart = -0.17750 mT
He+: sigma Lamb = 35.5009 ppm
He+: B_ind along B, Biot-Savart = -0.35501 mT
He zeta=2: sigma Lamb = 71.0018 ppm
He zeta=2: B_ind along B, Biot-Savart = -0.71002 mT
He zeta=27/16: sigma Lamb = 59.9078 ppm
He zeta=27/16: B_ind along B, Biot-Savart = -0.59908 mT
H contact field of the spin = 16.71 T
H basis energy = -0.499999 hartree
H finite-field sigma, gauge origin z=0 bohr = 17.750 ppm
  its paramagnetic part = 0.0000 ppm
H finite-field sigma, gauge origin z=1 bohr = 17.750 ppm
  its paramagnetic part = 0.0000 ppm
H2+ R = 2.0 bohr
H2+ total energy = -0.60263 hartree
H2+ <1/r_N> = 0.8523 1/bohr
H2+ Lamb expression = 15.13 ppm
H2+ perp: total 11.01, dia 16.55, para -5.54 ppm
H2+ parallel: total 12.29, dia 12.29, para -0.00 ppm
H2+ perp, midpoint gauge: total 11.00, dia 9.89, para 1.11 ppm
H2+ isotropic total = 11.44 ppm
He HF energy = -2.86168 hartree
He HF sum<1/r> = 3.37456 1/bohr
He HF -dE/dZ = 3.37456 hartree
He HF sigma = 59.900 ppm
He full CI energy = -2.90262 hartree
He full CI sum<1/r> = 3.37591 1/bohr
He full CI -dE/dZ = 3.37591 hartree
He full CI sigma = 59.924 ppm
E(CI) - E(model) = -0.05496 hartree
d[E(CI) - E(model)]/dZ = -0.00091 hartree
sigma(CI) - sigma(model) = 0.016 ppm
model error in energy = 1.89 %
model error in sigma = 0.027 %
```
